# Bethe logarithm of hydrogen 1s: resolvent quadrature and pseudostate error, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with the sum over states

The Bethe logarithm is defined by a sum over all excited states, so one may try to diagonalize the Hamiltonian in a basis and sum over the resulting pseudostates. With 1600 Laguerre functions sharing the exponent of the ground state (\(\lambda=1\) below) this gives 2.954434 for hydrogen 1s, whereas the value is 2.984128556. Doubling the basis from 800 to 1600 functions lowers the absolute error only from 0.05317 to 0.02969. Rewriting the sum as an integral over photon energy and cutting it off is no better: a cutoff at \(10^4\) hartree still drops 0.0547. Both failures come from the high-energy end of the spectrum. Once that end is known analytically, twelve resolvent evaluations give ten decimals. The program and its output follow the text.

## Definitions

Units are hartree atomic units, with \(Z=1\), a fixed nucleus and no relativity. Let \(\omega_n=E_n-E_0\) and let \(p_n^2=|\langle 0|\mathbf p|n\rangle|^2\) be summed over the three components; sums include the continuum. In the dipole approximation the second-order shift from emission and reabsorption of a photon of energy \(k\) is proportional to \(-\int k\,J(k)\,dk\), where the factor \(k\) is the mode density \(k^2\) times the \(1/k\) of the squared field amplitude, and
\[ J(k)=\sum_n \frac{p_n^2}{\omega_n+k}. \]
The cutoff-independent part of this integral defines, with \(k_0\) in Rydberg (1 Ry is ½ hartree),
\[ \ln k_0=\frac1D\sum_n p_n^2\,\omega_n\ln(2\omega_n),\qquad D=\sum_n p_n^2\,\omega_n . \]
For 1s every \(\omega_n>0\), so \(J\) has no pole at \(k\ge0\).

The ground state is \(\psi=u_0/(r\sqrt{4\pi})\) with \(u_0=2re^{-r}\), and \(\nabla\psi=-\hat{\mathbf r}\psi\). Each component \(\hat r_i/\sqrt{4\pi}\) is an \(l=1\) harmonic of squared norm 1/3, and the three add to 1. Hence
\[ J(k)=\langle u_0|(h+k)^{-1}|u_0\rangle,\qquad h=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\tfrac12 . \]
Without the term \(1/r^2\), \(h\) annihilates \(u_0\), so \(hu_0=u_0/r^2\). This gives \(\sum p_n^2=\langle u_0|u_0\rangle=1\) and \(D=\int_0^\infty 4e^{-2r}dr=2\).

The Laguerre facts needed follow from \(g(z)=\sum_n L_n^\alpha(x)z^n=(1-z)^{-\alpha-1}e^{-xz/(1-z)}\). Integrating \(g(z)g(w)\) against \(x^\alpha e^{-x}\) gives \(\alpha!\,(1-zw)^{-\alpha-1}\), which is orthogonality with norm \((n+\alpha)!/n!\). Integrating \(g(z)\) against \(x^\alpha e^{-sx}\) gives \(\alpha!\,[s-(s-1)z]^{-\alpha-1}\), so \(\int x^\alpha e^{-sx}L_n^\alpha dx=\frac{(n+\alpha)!}{n!}(s-1)^n s^{-n-\alpha-1}\). Write \(P_n=(n+3)!/n!=(n+1)(n+2)(n+3)\).

Take \(S_n=x^2e^{-x/2}L_n^3(x)\) with \(x=2\lambda r\). Differentiating twice and using Laguerre's equation \(xL''+(4-x)L'=-nL\) gives \(\partial_x^2S_n=[2/x^2+\tfrac14-(n+2)/x]S_n\). Multiplying by \(-2\lambda^2\),
\[ \Big(-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac{\lambda^2}2\Big)S_n=\frac{(n+2)\lambda}{r}S_n,\qquad \langle S_n|r^{-1}|S_m\rangle=P_n\delta_{nm}, \]
the second relation because \(dr/r=dx/x\).

## Two pseudostates by hand

Set \(\lambda=1\), so that \(hS_n=(n+1)S_n/r\) and \(h_{nn}=(n+1)P_n\). Keep \(L_0^3=1\) and \(L_1^3=4-x\). Then \(h_{00}=6\), \(h_{11}=48\), and with \(dr=dx/2\) the overlaps are \(\tfrac12 4!=12\), \(\tfrac12(4\cdot4!-5!)=-12\) and \(\tfrac12(16\cdot 4!-8\cdot5!+6!)=72\). In the scaled basis \(e_n=S_n/\sqrt{h_{nn}}\) the matrix of \(h\) is the unit matrix, and \(hc=\omega Sc\) becomes an ordinary eigenproblem for \(y=1/\omega\):
\[ \begin{pmatrix}2&-1/\sqrt2\\-1/\sqrt2&3/2\end{pmatrix}v=y\,v,\qquad y=\tfrac74\pm\tfrac34 . \]
So \(\omega=2/5\) and \(\omega=1\). The first row, \((2-y)v_0=v_1/\sqrt2\), with \(v\cdot v=1\) gives \(v_0^2=2/3\) and \(1/3\).

The strengths need only \(v_0\). The function \(u_r=2r^2e^{-r}=S_0/2=(\sqrt6/2)e_0\) obeys \(hu_r=u_0\). A vector with \(v\cdot v=1\) has \(\langle h\rangle=1\) and squared norm \(y\), so the normalized state is \(\sqrt\omega\,v\), and \(\langle n|u_0\rangle=\langle n|h|u_r\rangle=\sqrt\omega\,(\sqrt6/2)v_0\). Thus \(p^2=\tfrac32\omega v_0^2\), and \(v_0^2=2p^2/(3\omega)\) is the oscillator strength. Here \(p^2=2/5\) and \(1/2\), their sum is \(9/10\) in place of 1, \(D_2=4/25+1/2=33/50\) in place of 2, and
\[ \ln k_0^{(2)}=\frac{8\ln(4/5)+25\ln2}{33}<\ln 2 . \]

The same number is an integral over photon energy. For one level,
\[ \int_0^\infty\Big[\frac1{k+\frac12}-\frac1{k+\omega}\Big]dk=\ln\frac{k+\frac12}{k+\omega}\Big|_0^\infty=\ln2\omega . \]
Since \(k/(k+\omega)=1-\omega/(k+\omega)\), multiplying by \(p^2\omega\) and summing gives, for any spectrum of positive \(\omega\) with finite \(\sum p^2\) and \(D\) and a finite logarithmic sum,
\[ D\ln k_0=\int_0^\infty\Big[kJ-\sum p^2+\frac{D}{k+\frac12}\Big]dk . \]
The two subtracted pieces are the first two large-\(k\) terms of \(kJ\), the second shifted by ½ so that it is finite at \(k=0\) and fixes the Rydberg unit. Put \(t=(1+2k)^{-1/2}\), so \(k+\tfrac12=1/(2t^2)\) and \(dk=-dt/t^3\). For the two-level model the bracket equals \(\sum p^2\omega(\omega-\frac12)/[(k+\frac12)(k+\omega)]\approx4t^4\sum p^2\omega(\omega-\frac12)\), so the integrand in \(t\) vanishes linearly at \(t=0\). The same holds for every finite set of levels. For the atom,
\[ \ln k_0=\tfrac12\int_0^1 f\,dt,\qquad f(t)=\frac{kJ-1+4t^2}{t^3}, \]
and \(f(0)=16\), as shown below. No finite basis reproduces that endpoint.

## The exact resolvent

Choose \(\lambda=1/t\), so \(\lambda^2/2=k+\frac12\). Then \((h+k)S_n=[(n+2)\lambda-1]S_n/r\) is diagonal, the \(S_n\) are complete, and \(J=\sum_n\langle u_0|S_n\rangle^2/\{[(n+2)\lambda-1]P_n\}\). With \(r=x/2\lambda\) the overlap is \(\frac{2}{(2\lambda)^2}\int x^3e^{-sx}L_n^3dx\), where \(s=(1+t)/2\) and \((s-1)/s=-(1-t)/(1+t)\). Its square is \(\frac{t^4}{4}P_n^2\,\xi^n\,\frac{256}{(1+t)^8}\), and \(1/[(n+2)\lambda-1]=t/(n+2-t)\), so
\[ J=\frac{64t^5}{(1+t)^8}\sum_{n\ge0}\frac{P_n\,\xi^n}{n+2-t},\qquad \xi=\Big(\frac{1-t}{1+t}\Big)^2 . \]
At \(k=0\), \(t=1\) and \(\xi=0\), giving \(J=64\cdot6/256=3/2\), the Thomas–Reiche–Kuhn sum.

With \(m=n+2\), \(P_n=m^3-m=(m-t)(m^2+tm+t^2-1)-t(1-t^2)\). The quotient equals \((n+1)(n+2)+(1+t)(n+1)+t(1+t)\), and its sum against \(\xi^n\) is \(2/a^3+(1+t)/a^2+t(1+t)/a\) with \(a=1-\xi=4t/(1+t)^2\). Therefore
\[ J=\frac{2t^2}{(1+t)^2}+\frac{4t^3}{(1+t)^3}+\frac{16t^5}{(1+t)^5}-\frac{64t^6(1-t^2)}{(1+t)^8}\Phi,\qquad \Phi=\sum_{n\ge0}\frac{\xi^n}{n+2-t}. \]
Multiply by \(k=(1-t^2)/2t^2\). The rational part becomes \((1-t)(1+5t+7t^2+11t^3)/(1+t)^4\), with numerator \(1+4t+2t^2+4t^3-11t^4\). Subtracting \((1-4t^2)(1+t)^4=1+4t+2t^2-12t^3-23t^4-16t^5-4t^6\) leaves \(16t^3+12t^4+16t^5+4t^6\), so the division by \(t^3\) is exact:
\[ f=\frac{4(4+3t+4t^2+t^3)}{(1+t)^4}-\frac{32t(1-t)^2}{(1+t)^6}\Phi . \]

Where no closed form exists, \(J\) comes from a numerical solve, and \(kJ-1+4t^2\) is a difference of order \(t^3\) between terms of order 1. The remedy is to move \(h\) onto the source. From \(\omega^2/(\omega+k)=\omega-k+k^2/(\omega+k)\),
\[ W(k)=\langle hu_0|(h+k)^{-1}|hu_0\rangle=D-k+k^2J . \]
The integration by parts behind \(\langle n|hu_0\rangle=\omega_n\langle n|u_0\rangle\) leaves no boundary term, because \(u_n\sim r^2\) and \(u_0\sim r\). Then \(kJ-1=(W-2)/k\), and \(-2/k+2/(k+\frac12)=-2t^2/k\), so \(f=(W-2t^2)/(kt^3)\). To solve \((h+k)u=s\) over many length scales set \(x=\ln r\) and \(u=r^{1/2}\varphi\); then \(u''=r^{-3/2}(\varphi''-\varphi/4)\) and
\[ -\tfrac12\varphi''+\big[\tfrac98-r+(k+\tfrac12)r^2\big]\varphi=r^{3/2}s,\qquad \langle s|u\rangle=\int r^{3/2}s\,\varphi\,dx . \]
Three-point differences on three grids with two Richardson steps solve this without using the Sturmian algebra.

At \(k=1\) hartree, \(t=1/\sqrt3=0.5773502692\), \(\xi=0.0717967697\) and \(\Phi=0.7341443240\). The closed form and the grid both give \(J=0.5389445845\) a.u. Then \(W=2-1+J=1.5389445845\) a.u., which the grid confirms, and \(f=3\sqrt3\,(1.5389445845-\tfrac23)=4.532489\). The program asserts agreement of grid and formula for \(J\) and \(W\) to a relative \(10^{-9}\) at five values of \(k\) from 0 to \(10^4\) hartree.

## The endpoint of large photon energy

As \(t\to0\), \(\xi\to1\) and \(\Phi\) diverges logarithmically. With \(b=2-t\), termwise integration gives \(\xi^b\Phi=\int_0^\xi s^{b-1}(1-s)^{-1}ds\). Add and subtract \(1/(1-s)\), and use \(\int_0^1\frac{1-s^{b-1}}{1-s}ds=\psi(b)-\psi(1)\) for the digamma function:
\[ \Phi=\xi^{-b}\big[-\ln a+\psi(1)-\psi(b)+R\big],\qquad R=\int_0^a\frac{1-(1-\sigma)^{b-1}}{\sigma}d\sigma=(b-1)a+O(a^2). \]
For evaluation, differentiate the integral: \(-(1-a)\partial_a\Phi+b\Phi=1/a\). Inserting \(\Phi=\sum_jc_j(d_j-\ln a)a^j\), the \(a^{-1}\) term gives \(c_0=1\), the logarithmic terms give \((j+1)c_{j+1}=(b+j)c_j\), and the rest give \(d_{j+1}=d_j+\frac1{j+1}-\frac1{b+j}\), starting from \(d_0=\psi(1)-\psi(b)\). This series serves for \(\xi\ge\frac12\) and the direct one for \(\xi<\frac12\).

Everything except \(\ln a=\ln4t-2\ln(1+t)\) is analytic at \(t=0\), so \(f=A(t)+B(t)\ln t\) with \(A\) analytic and \(B=32t(1-t)^2(1+t)^{-6}\xi^{t-2}\). Since \(\xi^{-2}=(1+t)^4/(1-t)^4\) and \(\ln\xi=-4\,\mathrm{artanh}\,t\),
\[ B=\frac{32t}{(1-t^2)^2}\,e^{-4t\,\mathrm{artanh}\,t}=32t\exp\sum_{j\ge1}\Big(\frac2j-\frac4{2j-1}\Big)t^{2j}=\sum_{p\ \mathrm{odd}}b_pt^p . \]
If \(g_j\) are the coefficients in the exponent, differentiating \(e^g\) in \(t^2\) gives \(ne_n=\sum_{j=1}^n jg_je_{n-j}\) with \(e_0=1\) and \(b_{2n+1}=32e_n\). The first values are \(32,\,-64,\,160/3,\,-128/5\).

To order \(t^2\), the rational part is \((16+12t+16t^2)(1-4t+10t^2)=16-52t+128t^2\). The remainder is \(-B\) times the bracket, which equals \(-\ln4t+2t-1+t(\pi^2/6-1)+4t\), using \(\psi(2)-\psi(1)=1\) and \(\psi'(2)=\pi^2/6-1\). Collecting,
\[ f=16+t\,(32\ln4t-20)-\Big(32+\frac{16\pi^2}3\Big)t^2+O(t^3\ln t). \]
The \(t^2\) coefficient is \(-84.6379\); extrapolation of the grid resolvent gives \(-84.639\). In terms of \(k\), \(W=2t^2+\frac t2(1-t^2)f=8t+t^2(16\ln4t-8)+O(t^3)\), and with \(t\approx(2k)^{-1/2}\) and \(J=1/k-2/k^2+W/k^2\),
\[ J=\frac1k-\frac2{k^2}+\frac{4\sqrt2}{k^{5/2}}-\frac{4\ln k-12\ln2+4}{k^3}+O(k^{-7/2}). \]
At \(k=10^6\) hartree these terms give \(W=5.605910\times10^{-3}\) a.u. against \(5.605891\times10^{-3}\) a.u. on the grid, a difference of the omitted order \(k^{-3/2}\).

A cutoff at \(K\) drops \(\frac12\int_0^{t_K}f\,dt\). With \(\int_0^T t\ln4t\,dt=\frac{T^2}2\ln4T-\frac{T^2}4\) this is \(8t_K+8t_K^2\ln4t_K-9t_K^2-(32+16\pi^2/3)t_K^3/6+\dots\), led by \(4\sqrt2/\sqrt K\). At \(K=10^4\) hartree the leading term is 0.05656854, the four terms give 0.05468605, and the exact tail, \(\frac12\sum p^2\omega\ln[(K+\omega)/(K+\frac12)]\) from the spectrum, is 0.05468615. The leading term falls to \(10^{-9}\) only at \(K=3.2\times10^{19}\) hartree.

## The spectrum behind the endpoint

For \(-\frac12<k<0\) one has \(t>1\), and the Sturmian series has poles at \(t=m\ge2\). Near one, \(\omega_m+k=\frac12(t^{-2}-m^{-2})\approx(m-t)/m^3\), so the residue gives
\[ p_m^2=\frac{64m^5(m^3-m)}{m^3(m+1)^8}\Big(\frac{m-1}{m+1}\Big)^{2m-4}=\frac{64m^3(m-1)^{2m-3}}{(m+1)^{2m+3}} . \]
For the continuum let \(\rho(\omega)\,d\omega\) replace \(p^2\), with \(\omega=(1+q^2)/2\). Then \(J(-\omega-i0)-J(-\omega+i0)=2\pi i\rho\). The two points are \(t=\pm i/q\), and at \(t=i/q\), \(\xi=[(1+iq)/(1-iq)]^2=e^{i\phi}\) with \(\phi=4\arctan q\in(0,2\pi)\). Because \((1+t)^{-8}=\xi^2(1-t^2)^{-4}\), \(J=64t^5(1-t^2)^{-4}\sum_{m\ge2}(m^3-m)\xi^m/(m-t)\). Under \(t\to-t\), \(\xi\to1/\xi\), and \(-J(-t)\) supplies exactly the terms with \(m\le-2\); those with \(m=0,\pm1\) vanish. In the two-sided sum the polynomial quotient drops out, since \(\sum_{m\ge0}\xi^m+\sum_{m\ge1}\xi^{-m}\) continues to \(\frac1{1-\xi}+\frac1{\xi-1}=0\), and so do its derivatives \((\xi\partial_\xi)^j\). The remainder is a Fourier series: the coefficients of \(e^{it\phi}\) on \((0,2\pi)\) are \((1-e^{2\pi it})/[2\pi i(m-t)]\), so \(\sum_me^{im\phi}/(m-t)=2\pi i\,e^{it\phi}/(1-e^{2\pi it})\). Its prefactor is \(-64t^6(1-t^2)^{-3}=64/(1+q^2)^3=8/\omega^3\). Hence
\[ \rho(\omega)=\frac8{\omega^3}\,\frac{e^{-4\arctan(q)/q}}{1-e^{-2\pi/q}} . \]
The program tests \(p_2^2\), \(p_3^2\) and \(\rho\) at \(q=0.7\) a.u. against quadrature with the eigenfunctions. For large \(q\), \(\arctan q\approx\pi/2\) turns the last factor into \(1/(e^{2\pi/q}-1)\approx q/2\pi-\frac12\), so
\[ \rho\to\frac{4\sqrt2}\pi\,\omega^{-5/2}-4\,\omega^{-3}. \]
These two terms generate the \(k^{-5/2}\) and \(\ln k/k^3\) terms of \(J\). The summand \(\rho\,\omega\ln2\omega\) falls only as \(\omega^{-3/2}\ln\omega\). The physical origin is the Coulomb singularity: the source \(hu_0=2e^{-r}/r\) has structure on all short lengths, and a photon of energy \(k\) probes \(r\sim k^{-1/2}\).

The spectrum returns the sums 1.5, 1 and 2 a.u. for \(\sum p^2/\omega\), \(\sum p^2\) and \(D\). The numerator is \(-0.0289897633\) a.u. from bound states, negative because \(2\omega_n<1\), plus \(5.9972468749\) a.u. from the continuum; half their sum is \(2.9841285558\).

The resolvent of hydrogen 1s is now known in closed form, together with the logarithmic terms of \(f\) at \(t=0\) and the high-energy tail of the spectrum that causes them. What remains is to turn these terms into a fast quadrature for \(\ln k_0\) and to explain quantitatively why the pseudostate sum converges slowly.

Numerical values quoted here were computed with a short program.
